# Excited-state zero-field splittings of the V1 silicon vacancy from optical lines: a program that tests the result

```python
"""
Result under test: for a spin-3/2 centre with axial zero-field splitting in its
ground (g) and optically excited (e) orbital singlets, spin-conserving lines are
|delta_e - delta_g| apart, so delta_e = delta_g + separation or
delta_g - separation.
Symbols: delta = E(+-3/2) - E(+-1/2) = 2 D, a signed splitting in MHz;
H = D (S_n^2 - 5/4), with n the symmetry axis. The common optical frequency is
set to zero because only differences between lines matter.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Given data
separation = 1000.0       # MHz
ground_size = 4.5         # MHz, level gap 2|D_g|

# Rough or trial inputs, used only to size neglected effects
wavelength = 861e-9       # m
lifetime = 6e-9           # s
temperature = 5.0         # K
stray_field = 0.05e-3     # T, perpendicular to the axis
g_factor = 2.0
hyperfine = 9.0           # MHz, isotropic, one silicon-29 nucleus
strain_E = 10.0           # MHz, transverse term in the excited state
next_state = 4.4e-3       # eV above the V1 excited state, orbital doublet


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m))


Sx, Sy, Sz = spin_matrices(1.5)
identity = np.eye(4)
theta, phi = 0.7, 0.4
S_tilted = (np.sin(theta) * np.cos(phi) * Sx
            + np.sin(theta) * np.sin(phi) * Sy + np.cos(theta) * Sz)


def zero_field(delta, S_axis):
    return delta / 2 * (S_axis @ S_axis - 1.25 * identity)


def transitions(H_ground, H_excited):
    """Frequencies and spin overlaps, indexed [excited, ground]."""
    E_g, V_g = np.linalg.eigh(H_ground)
    E_e, V_e = np.linalg.eigh(H_excited)
    return E_e[:, None] - E_g[None, :], abs(V_e.conj().T @ V_g) ** 2, V_e


def line_span(delta_g, delta_e):
    freq, weight, _ = transitions(zero_field(delta_g, S_tilted),
                                  zero_field(delta_e, S_tilted))
    allowed = freq[weight > 1e-9]
    return allowed.max() - allowed.min()


def upper_line_spin(delta_g, delta_e):
    """|m| of the higher-frequency line, read from the eigenvectors."""
    freq, weight, V_e = transitions(zero_field(delta_g, S_tilted),
                                    zero_field(delta_e, S_tilted))
    masked = np.where(weight > 1e-9, freq, -np.inf)
    state = V_e[:, np.unravel_index(np.argmax(masked), masked.shape)[0]]
    return np.sqrt((state.conj() @ S_tilted @ S_tilted @ state).real)


def two_line_summary(H_ground, H_excited):
    """Centroid separation, largest rms spread, mean spin-mixed weight,
    for equally populated ground levels."""
    freq, weight, _ = transitions(H_ground, H_excited)
    half = len(freq) // 2
    centres, spreads, shares = [], [], []
    for part in (slice(0, half), slice(half, None)):
        w, f = weight[part], freq[part]
        centre = (w * f).sum() / w.sum()
        centres.append(centre)
        spreads.append(np.sqrt((w * (f - centre) ** 2).sum() / w.sum()))
        shares.append(w.sum(axis=0))
    return (centres[1] - centres[0], max(spreads),
            np.minimum(shares[0], shares[1]).mean())


print(f"Line separation: {separation:.1f} MHz")
print(f"Ground splitting, size: {ground_size:.1f} MHz")
print(f"Ground |D_g|: {ground_size / 2:.2f} MHz")

# All excited splittings that reproduce the line separation
to_micro_eV = 1e6 * const.h / const.e * 1e6
grid = np.arange(-1500.5, 1501.0, 37.0)
for delta_g in (ground_size, -ground_size):
    def mismatch(delta_e):
        return line_span(delta_g, delta_e) - separation
    values = [mismatch(x) for x in grid]
    roots = [brentq(mismatch, grid[i], grid[i + 1], xtol=1e-10)
             for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]
    predicted = [delta_g - separation, delta_g + separation]
    assert len(roots) == 2
    assert np.allclose(roots, predicted, rtol=0, atol=1e-6)
    for root in roots:
        # Exactly two distinct spin-conserving line frequencies
        freq, weight, _ = transitions(zero_field(delta_g, S_tilted),
                                      zero_field(root, S_tilted))
        assert len(np.unique(np.round(freq[weight > 1e-9], 5))) == 2
        spin = upper_line_spin(delta_g, root)
        assert abs(spin - (1.5 if root > delta_g else 0.5)) < 1e-6
        print(f"delta_g {delta_g:+.1f} MHz: delta_e {root:+.1f} MHz, "
              f"D_e {root / 2:+.2f} MHz, {root * to_micro_eV:+.3f} ueV, "
              f"upper line |m| = {spin:.1f}")
print(f"Difference of the two possible gaps: {2 * ground_size:.1f} MHz")

# Neglected effects, for the case with both splittings positive
delta_g, delta_e = ground_size, ground_size + separation
H_g, H_e = zero_field(delta_g, Sz), zero_field(delta_e, Sz)

zeeman = g_factor * const.value("Bohr magneton") * stray_field / const.h / 1e6
sep_B, spread_B, mixed_B = two_line_summary(H_g + zeeman * Sx,
                                            H_e + zeeman * Sx)
_, _, mixed_0 = two_line_summary(H_g, H_e)
excited_vectors = np.linalg.eigh(H_e + zeeman * Sx)[1]
share_32 = (abs(excited_vectors[[0, 3], :]) ** 2).sum(axis=0)
mixed_excited = np.minimum(share_32, 1 - share_32).mean()
assert mixed_0 < 1e-12
assert abs(sep_B - separation) < 0.02
assert mixed_B > 0.01 and mixed_excited < 1e-4
print(f"Stray transverse field (rough): {stray_field * 1e3:.2f} mT")
print(f"  Zeeman frequency: {zeeman:.2f} MHz")
print(f"  spin-mixed optical weight: {100 * mixed_B:.1f} %")
print(f"  doublet mixing in excited state: {100 * mixed_excited:.1e} %")
print(f"  centroid separation change: {1e3 * (sep_B - separation):.2f} kHz")
print(f"  rms spread of a line: {spread_B:.2f} MHz")

nuclear = spin_matrices(0.5)
S_dot_I = sum(np.kron(s, i) for s, i in zip((Sx, Sy, Sz), nuclear))
sep_A, spread_A, mixed_A = two_line_summary(
    np.kron(H_g, np.eye(2)) + hyperfine * S_dot_I, np.kron(H_e, np.eye(2)))
assert abs(sep_A - separation) < 1e-8
print(f"Hyperfine constant (rough, ground only): {hyperfine:.1f} MHz")
print(f"  centroid separation: {sep_A:.3f} MHz")
print(f"  rms spread of a line: {spread_A:.2f} MHz")
print(f"  spin-mixed optical weight: {100 * mixed_A:.1f} %")

levels = np.linalg.eigvalsh(H_e + strain_E * (Sx @ Sx - Sy @ Sy))
strained_gap = levels[2:].mean() - levels[:2].mean()
strain_formula = 2 * np.sqrt((delta_e / 2) ** 2 + 3 * strain_E ** 2)
assert abs(strained_gap - strain_formula) < 1e-8
print(f"Transverse strain term (trial): {strain_E:.1f} MHz")
print(f"  change of excited gap: {strained_gap - delta_e:.3f} MHz")

# Widths: an excited amplitude decays as exp(-t / 2 tau), a ground one does not
tau_us = lifetime * 1e6
optical_width = 1 / (2 * np.pi * tau_us)
resonance_width = 1 / (np.pi * tau_us)


def spectrum(frequency, excited_amplitudes):
    def signal(t):
        coherence = np.exp(-t / (2 * tau_us)) ** excited_amplitudes
        return coherence * np.cos(2 * np.pi * frequency * t)
    return quad(signal, 0, 60 * tau_us, limit=500, epsabs=1e-12)[0]


for width, count in ((optical_width, 1), (resonance_width, 2)):
    assert abs(spectrum(width / 2, count) / spectrum(0, count) - 0.5) < 1e-6
assert resonance_width > 2 * ground_size
print(f"Excited lifetime (rough): {lifetime * 1e9:.1f} ns")
print(f"  optical line width, FWHM: {optical_width:.1f} MHz")
print(f"  excited spin resonance width, FWHM: {resonance_width:.1f} MHz")

kT = const.k * temperature
populations = np.exp(-const.h * 1e6 * np.linalg.eigvalsh(H_g) / kT)
populations /= populations.sum()
imbalance = populations[:2].sum() - populations[2:].sum()
next_ratio = 2 * np.exp(-next_state * const.e / kT)
assert imbalance < 1e-3 and next_ratio < 1e-2
print(f"Temperature (rough): {temperature:.1f} K")
print(f"  kT/h: {kT / const.h / 1e9:.1f} GHz")
print(f"  ground doublet population imbalance: {imbalance:.2e}")
print(f"  next excited state (rough): {next_state * 1e3:.1f} meV higher")
print(f"  its thermal population relative to V1: {next_ratio:.1e}")

shift_pm = (wavelength ** 2 * separation * 1e6 / const.c) * 1e12
print(f"Optical wavelength (rough): {wavelength * 1e9:.0f} nm")
print(f"  line separation in wavelength: {shift_pm:.2f} pm")

print("all tests passed")
```

Printed output:

```
Line separation: 1000.0 MHz
Ground splitting, size: 4.5 MHz
Ground |D_g|: 2.25 MHz
delta_g +4.5 MHz: delta_e -995.5 MHz, D_e -497.75 MHz, -4.117 ueV, upper line |m| = 0.5
delta_g +4.5 MHz: delta_e +1004.5 MHz, D_e +502.25 MHz, +4.154 ueV, upper line |m| = 1.5
delta_g -4.5 MHz: delta_e -1004.5 MHz, D_e -502.25 MHz, -4.154 ueV, upper line |m| = 0.5
delta_g -4.5 MHz: delta_e +995.5 MHz, D_e +497.75 MHz, +4.117 ueV, upper line |m| = 1.5
Difference of the two possible gaps: 9.0 MHz
Stray transverse field (rough): 0.05 mT
  Zeeman frequency: 1.40 MHz
  spin-mixed optical weight: 7.1 %
  doublet mixing in excited state: 1.5e-04 %
  centroid separation change: -2.91 kHz
  rms spread of a line: 1.21 MHz
Hyperfine constant (rough, ground only): 9.0 MHz
  centroid separation: 1000.000 MHz
  rms spread of a line: 8.71 MHz
  spin-mixed optical weight: 18.1 %
Transverse strain term (trial): 10.0 MHz
  change of excited gap: 0.597 MHz
Excited lifetime (rough): 6.0 ns
  optical line width, FWHM: 26.5 MHz
  excited spin resonance width, FWHM: 53.1 MHz
Temperature (rough): 5.0 K
  kT/h: 104.2 GHz
  ground doublet population imbalance: 2.16e-05
  next excited state (rough): 4.4 meV higher
  its thermal population relative to V1: 7.3e-05
Optical wavelength (rough): 861 nm
  line separation in wavelength: 2.47 pm
all tests passed
```
